**Graphite interlayer binding from a pairwise carbon C6**

The program tests the estimate $E_b=(1-4/m)\,\pi\sigma C_6\zeta(4)/(2d_0^4)$, where $\sigma$ is the number of atoms per area in a layer, $d_0$ the equilibrium spacing and $m$ the power with which the interlayer repulsion falls. It obtains $C_6$ of bonded carbon from time-dependent Hartree–Fock calculations on H$_2$ and ethene. It asserts that frequency quadrature and a sum over excitations give the same molecular $C_6$, that the ethene polarizability agrees with a finite-field calculation, and that the atomic values predict acetylene within 15 percent. It also asserts that explicit atomic sums agree with the continuum layers and with the leading registry corrections, and that numerical minimization of integrated pair potentials reproduces the spacing and the factor $1-4/m$. The output shows $C_6=28.2$ hartree bohr$^6$, an attraction of 86.9 meV per atom, and a binding energy of 52.1 meV per atom for $m=10$. The supplied RPA reference is 48 meV per atom. Changing $m$ from 8 to 14 moves the estimate from 43.4 to 62.1 meV per atom, so the agreement is one of scale.

## Verification by program

```python
"""Interlayer binding of graphite from a pairwise carbon C6.

Result under test: with attraction -C6/r^6 between atoms of different layers,
    A(d) = pi*sigma*C6*zeta(4)/(2 d^4)      attraction per atom
    E_b  = (1 - 4/m)*A(d0)                  binding per atom at equilibrium
sigma: atoms per area, d: layer spacing, d0: its equilibrium value,
m: power of the repulsion between layers (repulsion ~ d^-m).
C6 of bonded carbon comes from time-dependent Hartree-Fock (TDHF) for H2 and
ethene, split into atoms by the geometric-mean rule; acetylene is a check.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import cholesky, eigh
from scipy.optimize import minimize_scalar
from scipy.special import gammainc, kv, zeta
from pyscf import ao2mo, gto, scf

HARTREE_MEV = const.physical_constants["Hartree energy in eV"][0] * 1000
BOHR_A = const.physical_constants["Bohr radius"][0] * 1e10
C6_UNIT = HARTREE_MEV * BOHR_A**6      # hartree bohr^6 in meV Angstrom^6

BASIS = "aug-cc-pVDZ"
BOND = 1.42            # C-C distance in a layer, Angstrom
SPACING = 3.35         # layer spacing, Angstrom
RPA_BINDING = 48.0     # reference supplied with the problem, meV per atom
DAMPING_RANGE = 3.5    # round Tang-Toennies parameter, 1/Angstrom

# ---------------------------------------------------------------- molecules
H2_BOND = 0.74
ETHENE_CC, ETHENE_CH, ETHENE_ANGLE = 1.33, 1.09, 121.5
ACETYLENE_CC, ACETYLENE_CH = 1.20, 1.06


def ethene_atoms():
    bend = np.radians(180 - ETHENE_ANGLE)
    z_c = ETHENE_CC / 2
    z_h = z_c + ETHENE_CH * np.cos(bend)
    y_h = ETHENE_CH * np.sin(bend)
    atoms = [("C", (0, 0, s * z_c)) for s in (1, -1)]
    atoms += [("H", (0, t * y_h, s * z_h)) for s in (1, -1) for t in (1, -1)]
    return atoms


def acetylene_atoms():
    z_c = ACETYLENE_CC / 2
    z_h = z_c + ACETYLENE_CH
    return ([("C", (0, 0, s * z_c)) for s in (1, -1)]
            + [("H", (0, 0, s * z_h)) for s in (1, -1)])


def run_hf(mol, eri, field_z=0.0, dm0=None):
    mf = scf.RHF(mol)
    mf.verbose = 0
    mf.conv_tol = 1e-11
    mf._eri = eri
    h_core = (mol.intor("int1e_kin") + mol.intor("int1e_nuc")
              + field_z * mol.intor("int1e_r")[2])
    mf.get_hcore = lambda *args: h_core
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


def tdhf_response(atoms):
    """Static polarizability tensor and C6 by two routes, atomic units."""
    mol = gto.M(atom=atoms, basis=BASIS, unit="Angstrom", verbose=0)
    eri = mol.intor("int2e", aosym="s8")
    mf = run_hf(mol, eri)
    n_occ = mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, :n_occ], mf.mo_coeff[:, n_occ:]
    n_vir = vir.shape[1]
    size = n_occ * n_vir
    ovov = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
    ovov = ovov.reshape(n_occ, n_vir, n_occ, n_vir)
    oovv = ao2mo.general(eri, (occ, occ, vir, vir), compact=False)
    oovv = oovv.reshape(n_occ, n_occ, n_vir, n_vir)
    direct = ovov.reshape(size, size)
    exchange_a = oovv.transpose(0, 2, 1, 3).reshape(size, size)
    exchange_b = ovov.transpose(0, 3, 2, 1).reshape(size, size)
    gaps = np.diag((mf.mo_energy[None, n_occ:]
                    - mf.mo_energy[:n_occ, None]).ravel())
    a_plus_b = gaps + 4 * direct - exchange_a - exchange_b
    a_minus_b = gaps - exchange_a + exchange_b
    dipole = np.array([(occ.T @ r @ vir).ravel()
                       for r in mol.intor("int1e_r")]).T

    # Route 1: linear solves and quadrature over imaginary frequency.
    inverse_minus = np.linalg.inv(a_minus_b)

    def alpha(freq):
        matrix = a_plus_b + freq**2 * inverse_minus
        return 4 * dipole.T @ np.linalg.solve(matrix, dipole)

    x, w = np.polynomial.legendre.leggauss(20)
    freqs = 0.5 * (1 + x) / (1 - x)
    weights = w * 1.0 / (1 - x)**2
    mean_alpha = np.array([np.trace(alpha(f)) / 3 for f in freqs])
    c6_quadrature = 3 / np.pi * np.sum(weights * mean_alpha**2)

    # Route 2: excitation energies and oscillator strengths.
    lower = cholesky(a_minus_b, lower=True)
    squares, vectors = eigh(lower.T @ a_plus_b @ lower)
    energies = np.sqrt(squares)
    strengths = 4 / 3 * np.sum((vectors.T @ lower.T @ dipole)**2, axis=1)
    pair_sum = energies[:, None] + energies[None, :]
    scaled = strengths / energies
    c6_states = 1.5 * np.sum(np.outer(scaled, scaled) / pair_sum)
    assert abs(c6_quadrature / c6_states - 1) < 1e-4
    return alpha(0.0), c6_quadrature, mol, eri, mf


_, c6_h2, *_ = tdhf_response([("H", (0, 0, 0)), ("H", (0, 0, H2_BOND))])
alpha_ethene, c6_ethene, mol_e, eri_e, mf_e = tdhf_response(ethene_atoms())
_, c6_acetylene, *_ = tdhf_response(acetylene_atoms())

# Static response of ethene against Hartree-Fock in a small finite field.
field = 0.001
z_integrals = mol_e.intor("int1e_r")[2]
mean_z = [np.sum(run_hf(mol_e, eri_e, s * field, mf_e.make_rdm1()).make_rdm1()
                 * z_integrals) for s in (1, -1)]
alpha_field = -(mean_z[0] - mean_z[1]) / (2 * field)
assert abs(alpha_field / alpha_ethene[2, 2] - 1) < 2e-3

# Geometric-mean partition, then a prediction for a molecule not used in it.
root_h = np.sqrt(c6_h2) / 2
root_c = (np.sqrt(c6_ethene) - 4 * root_h) / 2
c6_carbon = root_c**2
c6_acetylene_predicted = (2 * root_c + 2 * root_h)**2
assert abs(c6_acetylene_predicted / c6_acetylene - 1) < 0.15

# ------------------------------------------------------------ layer formula
sigma = 4 / (3 * np.sqrt(3) * BOND**2)
c6 = c6_carbon * C6_UNIT


def attraction(d):
    return np.pi * sigma * c6 * zeta(4) / (2 * d**4)


# Explicit atoms: sums of 1/r^6 from one layer to another, per atom.
lattice = np.sqrt(3) * BOND
a1 = lattice * np.array([1.0, 0.0])
a2 = lattice * np.array([0.5, np.sqrt(3) / 2])
tau = (a1 + a2) / 3
index = np.arange(-80, 81)
i, j = np.meshgrid(index, index)
cells = i.ravel()[:, None] * a1 + j.ravel()[:, None] * a2
cell_area = abs(a1[0] * a2[1] - a1[1] * a2[0])
assert abs(sigma * cell_area - 2) < 1e-12


def atomic_layer_sum(z, shift):
    total = 0.0
    for source in (0 * tau, tau):
        for target in (shift, tau + shift):
            r2 = np.sum((cells + target - source)**2, axis=1) + z**2
            total += np.sum(r2**-3)
    return total / 2


continuum_layer = np.pi * sigma / (2 * SPACING**4)
error_ab = atomic_layer_sum(SPACING, tau) / continuum_layer - 1
error_aa = atomic_layer_sum(SPACING, 0 * tau) / continuum_layer - 1
g_short = 4 * np.pi / (np.sqrt(3) * lattice)
gd = g_short * SPACING
rho = gd**2 * kv(2, gd) / 2
assert abs(error_ab / (-0.75 * rho) - 1) < 0.03   # next star gives about 1 %
assert abs(error_aa / (1.5 * rho) - 1) < 0.03

atomic_stack = c6 * sum(atomic_layer_sum(n * SPACING, (n % 2) * tau)
                        for n in range(1, 31))
attraction_0 = attraction(SPACING)
stack_error = atomic_stack / attraction_0 - 1
assert abs(stack_error) < 2e-3

# ------------------------------------------- repulsion and equilibrium
nodes, node_weights = np.polynomial.legendre.leggauss(200)
radius = 3 * (1 + nodes) / (1 - nodes)
radius_weights = node_weights * 6 / (1 - nodes)**2
layers = np.arange(1, 61)


def integrated_stack(pair_energy, d):
    """Energy per atom from numerical integration over each layer."""
    r = np.sqrt(radius[None, :]**2 + (layers[:, None] * d)**2)
    return sigma * np.sum(2 * np.pi * radius * radius_weights * pair_energy(r))


binding = {}
for m in (8, 10, 14):
    p = m + 2
    # Strength of the pair repulsion C_p/r^p that should give the spacing.
    c_p = (4 / m * attraction_0 * m * SPACING**m
           / (2 * np.pi * sigma * zeta(m)))
    found = minimize_scalar(
        lambda d: integrated_stack(lambda r: -c6 / r**6 + c_p / r**p, d),
        bounds=(2.5, 5.0), method="bounded", options={"xatol": 1e-7})
    binding[m] = (1 - 4 / m) * attraction_0
    assert abs(found.x / SPACING - 1) < 1e-4
    assert abs(-found.fun / binding[m] - 1) < 1e-4

damped = -integrated_stack(
    lambda r: -c6 / r**6 * gammainc(7, DAMPING_RANGE * r), SPACING)
damped_share = damped / attraction_0
assert 0 < damped_share < 1

ratio = binding[10] / RPA_BINDING
c6_needed = c6_carbon / ratio
assert 0.5 < ratio < 2      # the estimate has the right scale

# ------------------------------------------------------------------ output
print("INPUTS")
print(f"C-C distance in a layer: {BOND:.2f} Angstrom")
print(f"layer spacing d0: {SPACING:.2f} Angstrom")
print(f"RPA binding, supplied reference: {RPA_BINDING:.0f} meV per atom")
print(f"H2 bond length: {H2_BOND:.2f} Angstrom")
print(f"ethene C-C, C-H: {ETHENE_CC:.2f}, {ETHENE_CH:.2f} Angstrom")
print(f"ethene H-C-C angle: {ETHENE_ANGLE:.1f} degrees")
print(f"acetylene C-C, C-H: {ACETYLENE_CC:.2f}, {ACETYLENE_CH:.2f} Angstrom")
print(f"C6 FROM TDHF, basis {BASIS}")
print(f"ethene alpha_zz, response: {alpha_ethene[2, 2]:.3f} bohr^3")
print(f"ethene alpha_zz, finite field: {alpha_field:.3f} bohr^3")
print(f"C6 of H2: {c6_h2:.2f} hartree bohr^6")
print(f"C6 of ethene: {c6_ethene:.1f} hartree bohr^6")
print(f"C6 of H in H2: {root_h**2:.2f} hartree bohr^6")
print(f"C6 of bonded carbon: {c6_carbon:.1f} hartree bohr^6")
print(f"C6 of bonded carbon: {c6 / 1000:.2f} eV Angstrom^6")
print(f"C6 of acetylene, computed: {c6_acetylene:.1f} hartree bohr^6")
print(f"C6 of acetylene, predicted: {c6_acetylene_predicted:.1f}"
      " hartree bohr^6")
print("LAYER SUM")
print(f"areal density sigma: {sigma:.4f} atoms per Angstrom^2")
print(f"zeta(4): {zeta(4):.4f}")
print(f"share of nearest layers: {100 / zeta(4):.1f} percent")
print(f"attraction A(d0): {attraction_0:.1f} meV per atom")
print(f"shortest reciprocal vector G: {g_short:.3f} 1/Angstrom")
print(f"G*d0: {gd:.2f}")
print(f"rho: {rho:.2e}")
print(f"atomic minus continuum, AB layer: {100 * error_ab:.3f} percent")
print(f"atomic minus continuum, AA layer: {100 * error_aa:.3f} percent")
print(f"atomic minus continuum, AB stack: {100 * stack_error:.3f} percent")
print("BINDING")
for m, value in binding.items():
    print(f"m = {m}: factor {1 - 4 / m:.3f}, binding {value:.1f} meV per atom")
print(f"binding (m = 10) / RPA: {ratio:.2f}")
print(f"C6 that gives the RPA value (m = 10): {c6_needed:.1f} hartree bohr^6")
print(f"Tang-Toennies parameter: {DAMPING_RANGE:.1f} 1/Angstrom")
print(f"attraction left after damping: {100 * damped_share:.1f} percent")
print(f"damped attraction at d0: {damped:.1f} meV per atom")
print("no test failed")
```

Printed output:

```
INPUTS
C-C distance in a layer: 1.42 Angstrom
layer spacing d0: 3.35 Angstrom
RPA binding, supplied reference: 48 meV per atom
H2 bond length: 0.74 Angstrom
ethene C-C, C-H: 1.33, 1.09 Angstrom
ethene H-C-C angle: 121.5 degrees
acetylene C-C, C-H: 1.20, 1.06 Angstrom
C6 FROM TDHF, basis aug-cc-pVDZ
ethene alpha_zz, response: 36.848 bohr^3
ethene alpha_zz, finite field: 36.849 bohr^3
C6 of H2: 11.12 hartree bohr^6
C6 of ethene: 299.1 hartree bohr^6
C6 of H in H2: 2.78 hartree bohr^6
C6 of bonded carbon: 28.2 hartree bohr^6
C6 of bonded carbon: 16.86 eV Angstrom^6
C6 of acetylene, computed: 204.6 hartree bohr^6
C6 of acetylene, predicted: 194.8 hartree bohr^6
LAYER SUM
areal density sigma: 0.3818 atoms per Angstrom^2
zeta(4): 1.0823
share of nearest layers: 92.4 percent
attraction A(d0): 86.9 meV per atom
shortest reciprocal vector G: 2.950 1/Angstrom
G*d0: 9.88
rho: 1.19e-03
atomic minus continuum, AB layer: -0.088 percent
atomic minus continuum, AA layer: 0.180 percent
atomic minus continuum, AB stack: -0.083 percent
BINDING
m = 8: factor 0.500, binding 43.4 meV per atom
m = 10: factor 0.600, binding 52.1 meV per atom
m = 14: factor 0.714, binding 62.1 meV per atom
binding (m = 10) / RPA: 1.09
C6 that gives the RPA value (m = 10): 26.0 hartree bohr^6
Tang-Toennies parameter: 3.5 1/Angstrom
attraction left after damping: 98.3 percent
damped attraction at d0: 85.4 meV per atom
no test failed
```
